\section*{Saturation Exposure of a Deep Hole in Atomic Layer Deposition, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: how molecules enter and move}

\subsection{What goes wrong without the result}

In one half-cycle of atomic layer deposition a precursor gas reacts with a surface until the reactive sites are used up. On a flat wafer the required dose is small. If every molecule that hits free surface sticks, it is $1.9\times10^{-6}$ Torr s for the alumina example worked out below, which at 0.1 Torr takes about 19 microseconds.

Suppose the wafer carries holes 100 nm wide and 5000 nm deep. A natural estimate scales the flat dose by area. The side wall and bottom of a cylindrical hole of diameter $d$ and depth $L$ have the area $\pi dL+\pi d^2/4$, while the molecules enter through a mouth of area $\pi d^2/4$. The ratio is
\begin{equation}
\frac{\pi dL+\pi d^2/4}{\pi d^2/4}=4\frac{L}{d}+1=201 .
\end{equation}
The dose would then be $201\times1.86\times10^{-6}=3.7\times10^{-4}$ Torr s. Under the same sticking assumption this is too small by a factor of about 20, and the lower part of the hole would stay bare.

The area estimate counts the sites correctly. Its fault is the assumption that each entering molecule finds a site. Once the upper wall is full, a molecule must pass it by a random sequence of wall collisions, and most molecules wander back out through the mouth. The chance of getting through falls as one over the filled length. The number of sites grows as the length, so the exposure grows as its square. The task is to find the coefficient of that square and the conditions under which it holds.

\subsection{The model}

The hole is a straight circular cylinder, closed at the bottom. Its aspect ratio is
\begin{equation}
a=\frac{L}{d}.
\end{equation}
The assumptions are as follows.

\begin{enumerate}
\item The precursor has a fixed partial pressure $P$ and temperature $T$ at the mouth. Its velocities there follow the Maxwell distribution.
\item Molecules collide with the wall but not with each other or with a carrier gas inside the hole. This is free-molecular flow.
\item The wall can take $K$ molecules per unit area. A molecule that hits wall with free capacity sticks with probability one. This is the meaning of unit sticking here.
\item A molecule that hits full wall leaves it again with the cosine law derived below, without memory of its previous direction. It is not destroyed and does not react further.
\item Filling is slow compared with the motion of the gas, so the gas distribution is the stationary one for the present state of the wall.
\end{enumerate}

The third assumption is a step law: sticking is one until the local capacity is used up, then zero. A sticking probability that falls gradually with coverage is treated in the second half.

\subsection{Flux at the mouth}

The number density is $n=P/(kT)$, with $k$ the Boltzmann constant. Let $m$ be the molecular mass and $v$ the velocity component into the hole. The number of molecules that cross unit area per unit time is
\begin{align}
J&=n\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/(2kT)}\,dv\\
&=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mkT}} .
\end{align}
The integral was done with $\int_0^\infty v\,e^{-\beta v^2}dv=1/(2\beta)$ and $\beta=m/(2kT)$.

A flat surface with unit sticking receives its $K$ molecules per unit area after the time $K/J$. It is therefore useful to measure dose by the reduced exposure
\begin{equation}
E=\frac{Jt}{K},\qquad\text{so that}\qquad Pt=E\,K\sqrt{2\pi mkT}.
\end{equation}
A flat surface needs $E=1$. The remaining problem is geometrical: find $E$ for the hole as a function of $a$.

The flux also has a direction. Velocities in the gas are isotropic, and the rate of crossing a surface is proportional to the normal velocity component. Molecules at angle $\theta$ to the normal therefore cross in proportion to $\cos\theta\,d\Omega$, where $d\Omega$ is the element of solid angle. Since
\begin{equation}
\int_{\text{half space}}\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi ,
\end{equation}
the normalized distribution is $\cos\theta\,d\Omega/\pi$. This is the cosine law. Full wall is assumed to emit in the same way about its own normal.

\subsection{Depth of the first wall hit}

From here on, lengths along and across the hole are measured in units of $d$. Let $F(x)$ be the probability that an entering molecule first hits the wall of a long tube at a depth greater than $x$.

Project the path onto the cross-section. The molecule starts at a random point of the disk and travels in a random direction across it. Let $c$ be its projected distance to the wall. For a fixed direction, the disk is made of parallel chords with offset $b$ from the centre, where $-1/2<b<1/2$, and length $\sqrt{1-4b^2}$. A starting point lies at distance $c$ from the end of its chord if that chord is longer than $c$, which requires
\begin{equation}
4b^2<1-c^2,\qquad |b|<\tfrac12\sqrt{1-c^2}.
\end{equation}
The allowed range of $b$ has width $\sqrt{1-c^2}$. Dividing by the disk area $\pi/4$ gives the probability density of $c$,
\begin{equation}
\rho(c)=\frac4\pi\sqrt{1-c^2},\qquad 0<c<1 .
\end{equation}

A molecule at angle $\theta$ to the axis reaches the wall at depth $c/\tan\theta$. It passes $x$ if $\tan\theta<c/x$. Under the cosine law, the probability of an angle below $\theta_0$ is
\begin{equation}
\int_0^{\theta_0}2\sin\theta\cos\theta\,d\theta=\sin^2\theta_0 ,
\end{equation}
and $\tan\theta_0=c/x$ means $\sin^2\theta_0=c^2/(c^2+x^2)$. Averaging over $c$,
\begin{equation}
F(x)=\int_0^1\rho(c)\frac{c^2}{c^2+x^2}\,dc
=1-\frac{4x^2}{\pi}\int_0^1\frac{\sqrt{1-c^2}}{c^2+x^2}\,dc .
\end{equation}

Put $c=\sin\alpha$ and write $\cos^2\alpha=(1+x^2)-(x^2+\sin^2\alpha)$ in the numerator:
\begin{equation}
\int_0^1\frac{\sqrt{1-c^2}}{c^2+x^2}\,dc
=(1+x^2)\int_0^{\pi/2}\frac{d\alpha}{x^2+\sin^2\alpha}-\frac\pi2 .
\end{equation}
With $\tau=\tan\alpha$ we have $\sin^2\alpha=\tau^2/(1+\tau^2)$ and $d\alpha=d\tau/(1+\tau^2)$, so
\begin{equation}
\int_0^{\pi/2}\frac{d\alpha}{x^2+\sin^2\alpha}
=\int_0^\infty\frac{d\tau}{x^2+(1+x^2)\tau^2}
=\frac{\pi}{2x\sqrt{1+x^2}} .
\end{equation}
Inserting both results,
\begin{align}
F(x)&=1-\frac{4x^2}{\pi}\,\frac\pi2\left(\frac{\sqrt{1+x^2}}{x}-1\right)\\
&=1+2x^2-2x\sqrt{1+x^2}
=\left(\sqrt{1+x^2}-x\right)^2 .
\label{eq:F}
\end{align}
At the mouth $F(0)=1$, as it must be. For large $x$, $\sqrt{1+x^2}-x=1/(\sqrt{1+x^2}+x)\approx1/(2x)$, so $F\approx1/(4x^2)$. A straight shot to great depth is possible but rare.

The mean depth of the first hit is the integral of $F$. Up to a finite limit $X$,
\begin{equation}
\int_0^XF\,dx=X+\frac{2X^3}{3}-\frac23\left[(1+X^2)^{3/2}-1\right].
\end{equation}
For large $X$, $(1+X^2)^{3/2}=X^3+\frac32X+\frac{3}{8X}+\dots$. The cubic and linear terms cancel, leaving
\begin{equation}
\int_0^XF\,dx=\frac23-\frac1{4X}+\dots,\qquad
\int_0^\infty F\,dx=\frac23 .
\label{eq:mean}
\end{equation}
A molecule thus first hits the wall at a mean depth of two thirds of a diameter. Quadrature over starting points and cosine-law angles gives 0.66667.

\subsection{Uniform emission looks like equilibrium}

The next distribution needed is that of the jump from one wall hit to the next. It can be obtained from $F$ by considering an infinitely long full tube whose wall emits $J$ molecules per unit area and time everywhere.

Under the cosine law a wall element sends $J\cos\theta/\pi$ molecules per unit area into unit solid angle. Per unit area perpendicular to the ray this is $J/\pi$, whatever the angle. Without collisions the value does not change along the ray. Trace any ray at any point in the tube backwards and it reaches a piece of wall; rays parallel to the axis are an exception of zero solid angle. Every ray therefore carries $J/\pi$. Any cross-section then passes $J$ molecules per unit area in each direction, distributed by the cosine law, just as the mouth does.

\subsection{The jump along the wall}

Let $q(x)$ be the probability density of the axial displacement $x$ between successive hits in an infinite full tube. It is even, because emission does not distinguish up from down. Let
\begin{equation}
Q(x)=\int_x^\infty q(s)\,ds,\qquad x\ge0,
\end{equation}
be the probability of a downward jump longer than $x$. By symmetry $Q(0)=1/2$.

Count the molecules that cross a given section of the uniformly emitting tube downwards and then land more than $x$ below it. Seen from the section, there are $J(\pi d^2/4)F(x)$ of them per unit time. Seen from the wall, each was last emitted at some height $s$ above the section. A strip of width $d\,ds$ has area $\pi d^2ds$ and emits $J\pi d^2ds$ molecules per unit time, of which the fraction $Q(s+x)$ lands deep enough. Equating the two counts and dividing by $J\pi d^2$,
\begin{equation}
\frac{F(x)}4=\int_0^\infty Q(s+x)\,ds=\int_x^\infty Q(s)\,ds .
\label{eq:count}
\end{equation}
Differentiating once and twice gives
\begin{equation}
Q(x)=-\frac{F'(x)}4,\qquad q(x)=\frac{F''(|x|)}4 .
\label{eq:q}
\end{equation}
As a check, \eqref{eq:F} gives $F'(0)=-2$, hence $Q(0)=1/2$.

The right side of \eqref{eq:count} has a second meaning. Consider a molecule emitted at distance $x$ from a marked plane. Let its overshoot be the distance by which its next landing point lies beyond the plane, or zero if it does not cross. The mean overshoot is
\begin{equation}
\int_x^\infty(s-x)q(s)\,ds
=\Big[-(s-x)Q(s)\Big]_x^\infty+\int_x^\infty Q(s)\,ds
=\frac{F(x)}4 .
\label{eq:over}
\end{equation}
The boundary term vanishes because $Q\approx1/(8s^3)$ at large $s$.

\subsection{Moments of the jump}

The mean jump is zero by symmetry. The mean square follows from two integrations by parts:
\begin{align}
\langle x^2\rangle&=2\int_0^\infty x^2\frac{F''}4\,dx
=\frac12\Big[x^2F'-2xF\Big]_0^\infty+\int_0^\infty F\,dx
=\frac23 .
\label{eq:msq}
\end{align}
The bracket vanishes at infinity because $x^2F'\approx-1/(2x)$ and $xF\approx1/(4x)$.

The same value follows directly from the emission law. Let $t$ be the angle of the ray above the cross-sectional plane and $p$ the angle in that plane between its projection and the inward normal. The projected chord is $\cos p$, so the jump is $\tan t\cos p$. The normal component of the direction is $\cos t\cos p$ and $d\Omega=\cos t\,dt\,dp$. Hence
\begin{equation}
\langle x^2\rangle=\frac1\pi\int_{-\pi/2}^{\pi/2}\!\sin^2t\,dt
\int_{-\pi/2}^{\pi/2}\!\cos^3p\,dp
=\frac1\pi\cdot\frac\pi2\cdot\frac43=\frac23 .
\end{equation}

At large distance $F\approx1/(4x^2)$ gives $q\approx3/(8x^4)$. The mean square is finite, so over long distances the motion is ordinary diffusion. The mean of $|x|^3$ diverges logarithmically, because its integrand falls as $1/x$. Rare long flights will therefore appear as a logarithm in the first correction to the filling law, not in its leading term.

\section{Second half: how the hole fills}

\subsection{Symbols and results carried over}

The hole has diameter $d$, depth $L$ and aspect ratio $a=L/d$. Its wall takes $K$ molecules per unit area. The flux at the mouth is $J=P/\sqrt{2\pi mkT}$, and the reduced exposure is $E=Jt/K$. Lengths $x$ and $l$ are in units of $d$. An entering molecule first hits the wall deeper than $x$ with probability $F(x)=(\sqrt{1+x^2}-x)^2$, and $\int_0^\infty F\,dx=2/3$. A jump between wall hits has the even density $q(x)$, zero mean and mean square $2/3$. The probability of a jump longer than $x$ in one given direction is $Q(x)=-F'(x)/4$. A molecule emitted at distance $x$ from a plane overshoots it by $F(x)/4$ on average.

\subsection{Capture is transmission}

Let the wall be full from the mouth to depth $l$ and have free capacity below. A molecule enters, jumps from hit to hit, and either leaves through the mouth or lands below $l$, where it sticks. Call the second probability $W(l)$. The walk stops at its first landing beyond $l$, so $W(l)$ equals the probability that a molecule passes through an open tube of length $l$. The bottom of the hole does not alter this while it still has free capacity.

Let $J\phi(x)$ be the flux onto the full wall at depth $x$. Molecules coming straight from the mouth contribute $J(\pi d^2/4)(-F')dx$ to a strip of area $\pi d^2dx$, that is, $JQ(x)$ per unit area. Re-emission adds the rest:
\begin{equation}
\phi(x)=Q(x)+\int_0^lq(x-y)\phi(y)\,dy .
\label{eq:phi}
\end{equation}
Now let $e(x)$ be the probability that a molecule emitted at $x$ finally leaves through the mouth. It does so at once with probability $Q(x)$, or first lands at some $y$. Since $q$ is even, $e$ obeys the same equation. The solution is unique: the difference of two bounded solutions can be iterated through any number of jumps, and the chance of still being inside a finite tube tends to zero. Hence $\phi=e$. A molecule leaves by one end or the other, so mirror symmetry gives
\begin{equation}
\phi(x)+\phi(l-x)=1 .
\label{eq:mirror}
\end{equation}

We have found the statistics of wall hits and jumps, and shown that the capture probability $W(l)$ equals the transmission probability of an open tube of length $l$, with a flux profile that obeys the mirror relation \eqref{eq:mirror}. It remains to find $W(l)$ for long tubes, to derive from it the exposure that fills the hole, and to examine the corrections and limits of that result.
